# Residual Weight Error of Drifting Phase-Change Arrays after Global Rescaling, part 2

A phase-change memory array stores analogue weights as conductances, which drift after programming. The question is how large a relative error remains when one common factor $\alpha$ rescales all readings. Time $t$ runs from the end of programming, $t_0$ is the time of the reference reading, and cell $i$ follows

$$G_i(t)=G_i(t_0)\left(\frac{t}{t_0}\right)^{-\nu_i}=G_i(t_0)\,e^{-\nu_iL},\qquad L=\ln\frac{t}{t_0}.$$

The exponents $\nu_i=\bar\nu+\delta_i$ have mean $\bar\nu$, standard deviation $\sigma$ and skewness $\gamma$. Further, $G_0$ stands for $G(t_0)$, $x_i=e^{-\delta_iL}$, $r=\alpha e^{-\bar\nu L}$, and $e_i=rx_i-1$ is the relative error of weight $i$. The error $\varepsilon$ is the root-mean-square weight error divided by the root-mean-square weight at $t_0$. Unless stated otherwise, one conducting cell carries each weight and its partner in the pair is off.

For exponents independent of the conductances,

$$\boxed{\;\varepsilon=\sigma\ln\frac{t}{t_0}\left[1-\frac{\gamma}{2}\,\sigma\ln\frac{t}{t_0}+O(\sigma^2L^2)\right]\;}$$

The current calibration restores the summed current, so $r\langle x\rangle=1$. The least-squares factor, $r=\langle x\rangle/\langle x^2\rangle$, minimizes $\varepsilon$. Their errors obey

$$\varepsilon_{\rm c}^2=\frac{\langle x^2\rangle}{\langle x\rangle^2}-1,$$

$$\varepsilon_{\min}^2=\frac{\varepsilon_{\rm c}^2}{1+\varepsilon_{\rm c}^2}.$$

For Gaussian exponents $\varepsilon_{\rm c}=\sqrt{e^{\sigma^2L^2}-1}$. The leading law reaches an allowed error $\varepsilon_{\rm a}$ at

$$t_{\rm a}=t_0\,e^{\varepsilon_{\rm a}/\sigma}.$$

If exponents depend on conductance, then to first order $\varepsilon_{\min}=s_2L$ and

$$\varepsilon_{\rm c}=L\sqrt{s_2^2+(m_1-m_2)^2}.$$

Here $m_1$ and $m_2$ are the mean exponents weighted by $G_0$ and $G_0^2$, and $s_2$ is the $G_0^2$-weighted standard deviation.

The example has $256\times256$ cells, conductances uniform from 2 to 20 µS, Gaussian exponents with $\bar\nu=0.05$ and $\sigma=0.01$, and $t_0=20$ s. After one year $L=14.27$ and $\sigma L=14.3\,\%$. In a variant, the mean exponent falls linearly from 0.06 at 2 µS to 0.04 at 20 µS, with the random spread of 0.01 kept. The one-year error is then 16.1 % in the simulated array and 15.7 % by the first-order formula for $\varepsilon_{\rm c}$.

### A factor that is not up to date

Let the factor be set by current calibration at $t_1$ and used at a later time $t$. Put $\ell=\ln(t/t_1)$. The mean drift was compensated up to $t_1$, so a factor $e^{-\bar\nu\ell}$ remains. To first order in $\bar\nu\ell$ and $\delta_iL$,

$$e_i=-\bar\nu\ell-\delta_iL.$$

The first term is common to all cells and the second has zero mean. For independent exponents the cross term vanishes, and

$$\varepsilon^2=\sigma^2L^2+\bar\nu^2\ell^2.$$

The two logarithms have different starting points. Frequent calibration keeps $\ell$ small but does not affect $L$. The formula omits a term that matters when $\bar\nu\ell$ is of order $\sigma^2L^2$. If the stale factor leaves $r\langle x\rangle=1-\eta$, with $\eta\approx\bar\nu\ell$, then $r^2\langle x^2\rangle=(1-\eta)^2(1+\varepsilon_{\rm c}^2)$, and exactly $\varepsilon^2=(1-\eta)^2\varepsilon_{\rm c}^2+\eta^2$. This lies below $\varepsilon_{\rm c}^2$ as long as $\eta<2\varepsilon_{\min}^2$, about 4 % after one year, because a slightly smaller factor is closer to the least-squares one. After one year a factor set on day 270 gives an error 0.13 percentage points lower than a fresh current calibration, and one set on day 30 gives an error 2.8 points higher.

With a factor one day old after one year, $\ell=\ln(365/364)=0.00274$, and $\bar\nu\ell=0.014\,\%$. This is negligible beside 14.3 %. In this model, at constant temperature and at such late times, daily calibration has no useful advantage over less frequent calibration until $\bar\nu\ell$ becomes comparable with the accuracy required. Shortly after programming the same interval in seconds covers a much larger logarithm.

### Pairs in which both cells conduct

A signed weight can also be stored as $w=G_+-G_-$ with both cells conducting. If their exponents are independent of each other and of the conductances, the weight error after common rescaling is

$$\Delta w=G_+e_+-G_-e_-,$$

where $G_\pm$ are the values at $t_0$. With the current calibration, $e_+$ and $e_-$ have zero mean and variance $\varepsilon_{\rm c}^2$. Independence removes the cross term, so that $\langle\Delta w^2\rangle=\varepsilon_{\rm c}^2\langle G_+^2+G_-^2\rangle$. Relative to the root-mean-square weight, the error is

$$\varepsilon_{\rm pair}=A\,\varepsilon_{\rm c},\qquad A=\sqrt{\frac{\langle G_+^2+G_-^2\rangle}{\langle(G_+-G_-)^2\rangle}}.$$

Since $G_+^2+G_-^2=(G_+-G_-)^2+2G_+G_-$, the factor $A$ is at least one. It equals one when one cell of each pair is off. The subtraction reduces the signal, while the two independent errors do not subtract.

As an example, hold the sum of the two conductances at 20 µS and let $w$ be uniform from $-20$ to 20 µS. Then $G_\pm=10\pm w/2$ in µS, and

$$G_+^2+G_-^2=200+\frac{w^2}{2},\qquad \langle w^2\rangle=\frac{20^2}{3}=133.3.$$

The ratio of averages is $266.7/133.3=2$, so $A=\sqrt2$. The simulated pairs have an error of 20.3 % after one year, in agreement with $1.415\times14.3\,\%$; the amplification 1.415 belongs to the weights actually drawn.

Independence within the pair is essential. If both cells had the same exponent, then $e_+=e_-$ and $\Delta w=we_+$. The amplification would be absent.

### Error of an analogue dot product

An array column computes $y=\sum_jw_jv_j$, where $v_j$ is the input on row $j$. After drift and rescaling the output error is

$$\Delta y=\sum_jw_je_jv_j.$$

Consider first independent inputs with zero mean and equal variance $\langle v^2\rangle$. Averaging over the inputs removes all terms with two different rows:

$$\langle\Delta y^2\rangle=\langle v^2\rangle\sum_jw_j^2e_j^2,\qquad \langle y^2\rangle=\langle v^2\rangle\sum_jw_j^2.$$

The ratio, taken over many columns, is $\varepsilon^2$. The relative output error equals the relative weight error, whatever the number of rows. Signal and error both grow as the square root of that number, so adding rows brings no improvement. With signed weights, inputs uniform about zero and 256 rows, 10 000 simulated outputs have an error of 14.3 % after one year.

Now let all weights and inputs be positive. The mean output grows in proportion to the number of rows $n$. With the current calibration the errors $G_0e$ have zero mean, so the independent errors still add in quadrature. (The least-squares factor would leave a mean relative error $\langle e\rangle=r\langle x\rangle-1=-\varepsilon_{\min}^2$ for independent exponents, about $-2\,\%$ after one year, which adding rows does not reduce.) For the current calibration and inputs independent of the weights,

$$\frac{\sqrt{\langle\Delta y^2\rangle}}{\langle y\rangle}=\frac{\varepsilon}{\sqrt n}\sqrt{\frac{\langle G_0^2\rangle\langle v^2\rangle}{\langle G_0\rangle^2\langle v\rangle^2}}.$$

The example has $\langle G_0\rangle=11$ µS and $\langle G_0^2\rangle=148$ µS². For inputs uniform between 0 and 1, $\langle v\rangle=1/2$ and $\langle v^2\rangle=1/3$. With $n=256$,

$$\frac{14.3\,\%}{16}\sqrt{\frac{148}{121}\times\frac43}=1.14\,\%,$$

which is also the simulated value.

This small number is relative to the mean output. If the useful information lies in the variation of $y$ about its mean, the proper reference is the standard deviation of $y$. Its variance is $n(\langle G_0^2\rangle\langle v^2\rangle-\langle G_0\rangle^2\langle v\rangle^2)$ for independent entries. It grows with $n$ at the same rate as the error variance, and the averaging advantage disappears. In the example the error is then $14.3\,\%\times\sqrt{49.3/(49.3-30.25)}\approx23\,\%$ of the standard deviation of $y$ for any $n$, more than the relative weight error.

### The model beside a real cell

For a mushroom-type cell, a mean exponent of a few hundredths and a spread of about 0.01 are rough typical values for partly amorphous states. Fully amorphous states tend to drift faster, with exponents roughly near 0.1, and nearly crystalline states drift much less. The independence of $\nu$ and $G_0$ is therefore an assumption that real cells can break. The linear fall assumed above, added to a random spread of 0.01 at fixed conductance, raises the one-year error from 14.3 % to 16.1 %. The plain standard deviation of all exponents is then 0.01155, and its product with $L$, 16.5 %, slightly overestimates the error. A steeper dependence would raise it further, and the systematic part grows in proportion to the slope at first order.

Other errors are present even without exponent spread. The following inputs are again round, rough values, and each resulting percentage is relative to the root-mean-square weight unless stated otherwise.

**Programming.** An error of 0.8 µS, divided by the root-mean-square conductance of 12.18 µS, gives 6.6 %. It counts when the intended weights are the reference. The drift error $\sigma L$ exceeds it only when $L>6.6$, which is after about four hours.

**Read noise.** Let the relative conductance noise have the spectral density $a/f$ with $a=10^{-4}$. Integration between $f_1$ and $f_2$ gives the variance $a\ln(f_2/f_1)$. Take $f_1$ as the inverse of one year and $f_2=1/(2\times250\ {\rm ns})$. The logarithm is 31.8, and the error is $\sqrt{31.8\times10^{-4}}=5.6\,\%$. This is approximately the scatter of one reading about its mean over the year. If the reference is itself a single noisy reading taken a year earlier, the variance roughly doubles and the error is about 8 %.

**Temperature.** Let conduction be thermally activated, $G\propto e^{-E/k_{\rm B}T}$, with mean energy 0.20 eV and a spread of 0.02 eV between cells. Between 300 and 310 K,

$$\frac1{k_{\rm B}}\left(\frac1{300\,{\rm K}}-\frac1{310\,{\rm K}}\right)=1.25\ {\rm eV}^{-1}.$$

The common change is $e^{0.20\times1.25}-1=28\,\%$, which a new factor $\alpha$ removes. The spread leaves $0.02\times1.25=2.5\,\%$, by the same first-order argument that gave $\sigma L$. Thus a temperature change can demand a new calibration even when drift does not.

If these three errors are independent of each other and of the drift, their squares add, to leading order, to the square of the 16.1 % found with conductance-dependent exponents:

$$\sqrt{16.1^2+6.6^2+5.6^2+2.5^2}\,\%=18.4\,\%.$$

The ideal value 14.3 % is lower by somewhat more than a fifth of this total. The off partner, if it has 0.1 µS, amounts to 0.8 % and matters little here.

Crystallization sets a different limit, because it ends the power law itself. With an assumed retention of 10 years at 358.15 K (85 °C) and an activation energy of 2.5 eV, the Arrhenius law gives $7\times10^7$ years at 300 K. This is an extrapolation, not a lifetime to be relied on, but it indicates that crystallization is unimportant in one year at room temperature under these inputs. At 358 K one year is already a tenth of the assumed retention time, and the drift law alone is not a safe description.

Finally, a read voltage of 0.2 V across 30 nm of amorphous material gives 0.067 MV/cm, well below the assumed threshold field of 0.5 MV/cm for switching. The response need not be linear at this field. In a hopping model with conduction proportional to $\sinh z$, where $z$ is half the energy gained over a 5 nm hop divided by $k_{\rm B}T$, $z=0.64$. The current is then 7 % above its linear extrapolation. The field and this excess belong to a thickness of 30 nm. At the same voltage a cell with a thinner amorphous region has a higher field and a stronger nonlinearity: for 10 nm the same model gives 0.2 MV/cm and an excess of 75 %. This affects inputs coded as voltage amplitudes. With pulses of fixed amplitude and variable duration, the nonlinearity is already contained in the conductance measured at that amplitude.

The time $t_0e^{\varepsilon_{\rm a}/\sigma}$ is a first estimate when drift spread dominates the error, exponents are nearly independent of conductance, one cell carries each weight, and $\varepsilon_{\rm a}$ is small. It is not a safe limit for a design, because small corrections to the error enter an exponent. By the first correction to the law, a skewness $\gamma$ multiplies the time by about $e^{\gamma\varepsilon_{\rm a}^2/(2\sigma)}$, which is 1.6 for $\gamma=1$ and 0.6 for $\gamma=-1$ at an allowed error of 10 %. The linear fall of the exponent assumed above shortens the same time to about 0.35 of the estimate with the current calibration, and to about 0.47 with the least-squares factor, if the estimate uses the spread 0.01 at fixed conductance. If it uses the standard deviation of all exponents, 0.01155, the time is instead about 1.3 and 1.8 times the estimate. If other errors are appreciable and independent of the drift, their squares must first be subtracted from the square of the allowed total. What remains is the part available for drift. The numerical output gives the individual contributions for the example.

## Numbers as computed

```
array cells: 65536
conductance range: 2 to 20 uS
rms conductance: 12.18 uS
mean exponent: 0.050; spread sigma: 0.010
reference time t0: 20 s
error growth per decade: 2.30 %
time | L | raw % | sigma*L % | Gaussian % | array %
1 hour | 5.193 | 23.14 | 5.19 | 5.20 | 5.19
1 day | 8.371 | 34.45 | 8.37 | 8.39 | 8.38
30 days | 11.772 | 44.64 | 11.77 | 11.81 | 11.80
1 year | 14.271 | 51.05 | 14.27 | 14.34 | 14.32
1 year, least-squares factor: 14.17 %
time to 10 % error, law: 5.10 days
time to 10 % error, array: 5.03 days
1 year, factor one day old adds: 0.0137 %
pair example: G+ + G- = 20 uS, weight -20 to 20 uS
pair amplification: 1.415
pair error at 1 year: 20.32 %
rows per dot product: 256
1 year, signed output error: 14.26 %
1 year, positive output error: 1.14 %
1 year, positive output law: 1.14 %
1 year, exponent skewness 1.00: error 13.39 %
mean exponent fall from 2 to 20 uS: 0.020
conductance-dependent drift alone: 6.60 %
with random spread, law: 15.73 %
with random spread, array: 16.10 %
programming error 0.8 uS rms: 6.57 %
1/f noise strength: 1.0e-04; read: 250 ns
read noise over 1 year band: 5.64 %
conduction activation: 0.20 eV, spread 0.02 eV
300 to 310 K, common change: 28.3 %
300 to 310 K, after rescaling: 2.50 %
off partner 0.1 uS, relative size: 0.82 %
1 year, combined independent errors: 18.45 %
crystallization activation: 2.5 eV
retention at 358.15 K: 10 years (input)
retention at 300 K, extrapolated: 6.6e+07 years
read: 0.2 V over 30 nm; hop 5 nm
read field: 0.067 MV/cm
threshold field: 0.5 MV/cm (input)
sinh conduction above linear: 7.1 %
```
